# The Tran-Blaha exchange potential: uniform-gas limit and gap opening

## 1. What a free parameter can break

The Becke-Johnson (BJ) exchange potential is a sum $v_{BR}+v_\tau$ of an attractive hole potential and a repulsive kinetic term, balanced so that the uniform gas comes out right. Suppose the first term is scaled to tune band gaps, $c\,v_{BR}+v_\tau$. Section 2 shows that in the gas this equals $(\tfrac32c-\tfrac12)\,v_{LDA}$ when $v_{BR}$ is the Slater potential. The Tran-Blaha (TB) rule for $c$,
$$c=-0.012+1.023\sqrt{g\,a_0},\qquad g=\text{cell average of }|\nabla\rho|/\rho ,$$
gives $c=-0.012$ in the gas, so the prefactor would be $-0.518$ and exchange would be repulsive. The error is proportional to the local Fermi wave number, so it changes the shape of the potential in a slowly varying density and the splitting between the spins of a polarized gas. Since $c$ is one number for the whole cell, a slowly varying region can sit in a system whose $c$, set by the rest of the cell, is far from $-0.012$, so the limit has to hold for each $c$.

Conventions: Gaussian units, one spin channel with density $\rho$, $k_F=(6\pi^2\rho)^{1/3}$, $t=\frac{\hbar^2}{2m}\sum_i|\nabla\psi_i|^2$, $\tau=2mt/\hbar^2$, no current. The potential is
$$v_{TB}=c\,v_{BR}+(3c-2)\,v_\tau,\qquad v_\tau=Ce^2\sqrt{\tau/\rho},\qquad C=\frac1\pi\sqrt{\frac5{12}}=0.20547 .$$
It is defined directly as a potential. No energy functional is used, and "gap" means a difference of eigenvalues. Numbers are in hartree and bohr.

## 2. The three potentials of the uniform gas

**Slater potential.** The density matrix of a filled Fermi sphere, with $u=k_Fs$, is
$$\rho_1(s)=\frac1{2\pi^2}\int_0^{k_F}\!q\,\frac{\sin qs}{s}\,dq=\frac{\sin u-u\cos u}{2\pi^2s^3}=3\rho\,\frac{j_1(u)}{u},$$
where $j_1=(\sin u-u\cos u)/u^2$ and $k_F^3=6\pi^2\rho$ were used. The exchange hole is $h=\rho_1^2/\rho=9\rho\,(j_1/u)^2$, and the Slater potential is the attraction to it:
$$v_S=-e^2\!\int_0^\infty\!4\pi s\,h\,ds=-\frac{36\pi\rho e^2}{k_F^2}\int_0^\infty\frac{j_1^2}{u}\,du .$$
From $j_0'=-j_1$ and $j_1'=j_0-2j_1/u$ follows $(j_0^2+j_1^2)'=-4j_1^2/u$. The sum $j_0^2+j_1^2$ falls from 1 to 0, so the integral is $\tfrac14$ and
$$v_S=-\frac{9\pi\rho e^2}{k_F^2}=-\frac{3e^2k_F}{2\pi}.$$

**LDA potential.** The exchange energy per volume is $e_x=\tfrac12\rho v_S$, the half removing the double count of pairs. It scales as $\rho^{4/3}$, so $v_{LDA}=de_x/d\rho=\tfrac43\cdot\tfrac12v_S=\tfrac23v_S=-e^2k_F/\pi$.

**Kinetic term.** Summing $q^2$ over the sphere, $\tau=\frac1{2\pi^2}\frac{k_F^5}{5}=\tfrac35k_F^2\rho$. Then $\sqrt{\tfrac5{12}\cdot\tfrac35}=\tfrac12$ gives $v_\tau=e^2k_F/2\pi$.

All three are multiples of $e^2k_F/\pi$:
$$v_S=\tfrac32v_{LDA},\qquad v_\tau=-\tfrac12v_{LDA}.$$
Requiring $c\,v_S+d\,v_\tau=v_{LDA}$ means $\tfrac32c-\tfrac12d=1$, a linear equation with the single solution $d=3c-2$. At $c=1$ this is $d=1$, the BJ form. At $r_s=3$, $\rho=3/(8\pi r_s^3)=0.004421$ and $k_F=0.63972$, so $v_S=-0.30544$, $v_{LDA}=-0.20363$, $v_\tau=0.10181$, and $v_S+3v_\tau$ vanishes to rounding. Raising $c$ adds a multiple of this combination.

## 3. The Becke-Roussel term and the residue it leaves

The argument used $v_S$, but the TB form contains the Becke-Roussel (BR) model of it, which has to be weighed separately.

**Curvature of the hole.** The spherical average of a function about $\mathbf r$ is $f+\tfrac16s^2\nabla^2f+\dots$ For real orbitals $\rho_1=\sum_i\psi_i(\mathbf r)\psi_i(\mathbf r')$, and at $\mathbf r'=\mathbf r$ one has $\nabla'\rho_1=\tfrac12\nabla\rho$ and $\nabla'^2\rho_1=\sum\psi_i\nabla^2\psi_i=\tfrac12\nabla^2\rho-\tau$. Then $\nabla'^2\rho_1^2=2|\nabla'\rho_1|^2+2\rho_1\nabla'^2\rho_1$, divided by $\rho$, gives $\bar h=\rho+Qs^2+\dots$ with
$$Q=\tfrac16\left(\nabla^2\rho-2\gamma D\right),\qquad D=\tau-\frac{|\nabla\rho|^2}{4\rho},$$
and $\gamma=1$. The calculations below use the adjusted value $\gamma=0.8$ unless stated otherwise.

**Model hole.** Take $n(r)=\frac{a^3}{8\pi}e^{-ar}$, which holds one electron, centred at distance $b$ from the reference point, and set $x=ab$. Matching the on-top value gives $a^3e^{-x}=8\pi\rho$. Since $\nabla^2e^{-ar}=(a^2-2a/r)e^{-ar}$, matching the curvature gives $Q=\tfrac16\rho a^2(1-2/x)$. Inserting $a^2=4\pi^{2/3}\rho^{2/3}e^{2x/3}$,
$$G(x)\equiv\frac{x-2}{x}\,e^{2x/3}=\frac{3Q}{2\pi^{2/3}\rho^{5/3}} .$$
$G$ runs from $-\infty$ to $+\infty$ on $x>0$, and $G'=e^{2x/3}\left[\frac2{x^2}+\frac23-\frac4{3x}\right]=\frac23e^{2x/3}\frac{(x-1)^2+2}{x^2}>0$. There is one root for each $Q$; it is found below by bisection. By Gauss's law the charge inside radius $b$, $1-e^{-x}(1+x+\tfrac12x^2)$, acts from the centre, and the outer shells add $\frac{a^3}2\int_b^\infty re^{-ar}dr=\frac1{2b}e^{-x}(x+x^2)$. The $x^2$ terms cancel in the sum:
$$v_{BR}=-\frac{e^2}{b}\left[1-e^{-x}\left(1+\tfrac x2\right)\right].$$
Both pieces are attractions, so $v_{BR}<0$ at every point.

**The gas.** Here $D=\tfrac35k_F^2\rho$ and $Q=-\tfrac15\gamma k_F^2\rho$, so $G(x)=-\tfrac{3\gamma}{10}(6\pi)^{2/3}$, free of $\rho$. Also $(bk_F)^3=x^3e^{-x}\,6\pi^2/8\pi=\tfrac{3\pi}4x^3e^{-x}$. The ratio
$$\eta_0=\frac{v_{BR}}{v_S}=\frac{2\pi}{3}\,\frac{1-e^{-x}(1+x/2)}{bk_F}$$
is therefore a pure number. For $\gamma=0.8$, $x=1.10157$, the bracket is $0.4846$, $bk_F=1.0153$ and $\eta_0=0.99960$. For $\gamma=1$, $x=0.93487$ and $\eta_0=0.97446$: matching norm, on-top value and true curvature does not fix the potential, which weighs the hole at all $s$. The value $\gamma=0.8$ gives up the true curvature and does better by lying near the root found next. Root finding on $\eta_0(\gamma)=1$ gives $\gamma^*=0.79704$. With $v_{BR}=\tfrac32\eta_0v_{LDA}$,
$$\frac{v_{TB}}{v_{LDA}}=\tfrac32c\,\eta_0-\tfrac12(3c-2)=1+\tfrac32c\,(\eta_0-1).$$
The limit is exact for every $c$ at $\gamma^*$. At $\gamma=0.8$ the error relative to $v_{LDA}$ is $-6.0\times10^{-4}\,c$, which is $-7.8\times10^{-4}$ at $c=1.3$ and $-1.02\times10^{-3}$ at $c=1.7$. With $\gamma=1$ it would be $\tfrac32(0.97446-1)=-3.8\%$ at $c=1$.

## 4. What $c$ adds

Writing $c=1+(c-1)$ and $3c-2=1+3(c-1)$,
$$v_{TB}=v_{BJ}+(c-1)W,\qquad W=v_{BR}+3v_\tau .$$
Let $t_u$ and $v_S$ be the gas values at the local density and $\eta=v_{BR}/v_S$. Then $v_\tau=\tfrac12|v_{LDA}|\sqrt{t/t_u}$ and $v_{BR}=-\tfrac32|v_{LDA}|\,\eta$, so
$$W=\tfrac32|v_{LDA}|\left[\sqrt{t/t_u}-\eta\right].$$
In the gas the bracket is $1-\eta_0$, and at $r_s=3$, $W=1.5\times0.20363\times0.00040=0.00012$. Elsewhere $W>0$ if and only if $t/t_u>\eta^2$. The density enters this criterion through two ratios that can both be large where $\rho$ is small, so each term needs a case of its own.

## 5. The hole term alone: one exponential orbital

Let $\rho=\psi^2=\kappa^3e^{-2\kappa r}/\pi$, the hydrogen 1s density for $\kappa=1/a_0$. Then $\tau=\kappa^2\rho$ and $|\nabla\rho|^2/4\rho=\kappa^2\rho$, so $D=0$, $\gamma$ drops out, and $v_\tau=Ce^2\kappa$ is a constant. The curvature is $Q=\tfrac16\,4\kappa^2\rho\,(1-1/\kappa r)$. The choice $a=2\kappa$, $b=r$, $x=2\kappa r$ meets both matching conditions, and the root is unique. The model hole is the density itself, and
$$W=e^2\kappa\,[3C-f(\kappa r)],\qquad f(u)=\frac{1-e^{-2u}(1+u)}{u}.$$
Expanding, $1-(1-2u)(1+u)=u+O(u^2)$, so $f(0)=1$. As the potential of a positive spherical charge, $f$ falls monotonically to zero, like $1/u$. Since $0<3C=0.6164<1$, $W$ changes sign once. For hydrogen this happens at $r=1.38$; $W(0.5)=-0.280$, $W(3)=0.286$ and $W(20)=0.6164-0.0500=0.566$.

All the variation comes from $v_{BR}$, and the kinetic term sets the zero. In the tail $v_{TB}\to(3c-2)Ce^2\kappa-ce^2/r$, whereas the exchange potential of one electron, which cancels its own Hartree potential, goes as $-e^2/r$. Any $c\ne1$ spoils the coefficient of $1/r$.

## 6. The kinetic term decides the sign: a midpoint

Place 1s functions $\phi_A,\phi_B$ at distance $R=2d$, with overlap $S$, and form $\sigma_{g,u}=(\phi_A\pm\phi_B)/\sqrt{2(1\pm S)}$, unrelaxed. At the midpoint $\phi_A=\phi_B=\phi$, $\nabla\phi_A=-\nabla\phi_B$ with length $\kappa\phi$, and $\nabla^2\phi_{A,B}=\kappa^2\lambda\phi$, $\lambda=1-2/\kappa d$. Hence $\sigma_u=0$, $\nabla\sigma_g=0$, $\nabla\rho=0$, and $\rho=\sigma_g^2=2\phi^2/(1+S)$ whether or not $\sigma_u$ is filled.

With $\sigma_g$ alone, $\tau=0$, $D=0$, $Q=\tfrac13\kappa^2\lambda\rho$ and $W=v_{BR}<0$ at any separation.

With both filled in the same spin, as between closed shells, $\tau=|\nabla\sigma_u|^2=2\kappa^2\phi^2/(1-S)$, so
$$\frac\tau\rho=\kappa^2\,\frac{1+S}{1-S},\qquad \nabla^2\rho=2\kappa^2\lambda\rho+2\tau,\qquad D=\tau .$$
For $\kappa=1$, $R=6$, quadrature in prolate spheroidal coordinates gives $S=0.04710$. Then $\rho=2e^{-6}/(1.0471\,\pi)=1.507\times10^{-3}$, $\tau/\rho=1.0471/0.9529=1.099$ and $3v_\tau=0.6164\sqrt{1.099}=0.646$. Solving for $x$ gives $v_{BR}=-0.316$ and $W=+0.331$. With $\sigma_g$ alone, $W=v_{BR}=-0.293$. The density is the same in both cases, and so is the true hole, $\sigma_g^2$, because $\sigma_u$ vanishes at the reference point. The difference of $0.023$ in $v_{BR}$ comes from $\gamma=0.8$, used here; at $\gamma=1$ the $2\tau$ terms cancel in $Q$ and the two values coincide. $W$ differs by $0.62$ and changes sign.

For large $d$ with both filled, $S\to0$ and $\lambda\to1$, so $Q\to\tfrac16(4-2\gamma)\kappa^2\rho$. The curvature condition at large $x$ gives $a^2\to(4-2\gamma)\kappa^2$, and $x=\ln(a^3/8\pi\rho)\approx2\kappa d$ to leading order. So $b\approx2d/\sqrt{4-2\gamma}$, $v_{BR}$ vanishes as $1/d$, and $W\to3Ce^2\kappa$. The potential is raised at low density where $t/\rho$ stays finite while the hole stays behind at a distance of order $d$ (the model centre tends to $1.29\,d$ for $\gamma=0.8$). At the midpoint it is the filled $\sigma_u$ that keeps $t/\rho$ finite, and low density alone is not enough there. Overlap is not the only way: for one orbital $v_\tau=Ce^2|\nabla\psi|/\psi$, finite in the tail of Section 5, so the negative $W$ of $\sigma_g$ alone does not extend to all low-density points. At $R=6$ it turns positive $0.62$ bohr from the midpoint along the axis and $1.50$ bohr out in the midplane, and it is negative again around each nucleus (from $2.17$ to $3.73$ bohr along the axis), as in Section 5. For $R=2$, $3$ and $4$ the two negative regions are joined and $W<0$ along the whole bond.

## 7. From $W$ to the gap

At fixed density and orbitals in $W$, the Hamiltonian is $H_1+(c-1)W$. For a normalized non-degenerate eigenstate, differentiating $\varepsilon=\langle\psi|H|\psi\rangle$ gives $\varepsilon\,\partial_c\langle\psi|\psi\rangle+\langle\psi|W|\psi\rangle$, and the first term is zero. For the conduction and valence edges,
$$\frac{dE_g}{dc}=\int W\left(|\psi_c|^2-|\psi_v|^2\right)d^3r .$$
The bracket integrates to zero, so a constant in $W$ has no effect and the contrast of $W$ between the two states is what counts. Lowering $W$ under $\psi_v$ works as well as raising it under $\psi_c$. The split into $v_{BR}$ and $3v_\tau$ parts is independent of the zero of energy. The split into $W>0$ and $W<0$ parts is not, and is taken here with the zero that the gas fixes. If the average of $W$ is lower in the conduction-edge state than in the valence-edge state, the integral is negative and raising $c$ at fixed density narrows the gap. It is this average that counts; the weight a state has in some region of low $W$ does not fix it. For degenerate edges $W$ must be diagonalized within the level. When the density relaxes, $W$ in the integrand is joined by $\partial_c v_H+c\,\partial_c v_{BR}+(3c-2)\,\partial_c v_\tau$, with $v_H$ the Hartree potential.

## 8. A model insulator

The model has round parameters: simple cubic, lattice constant $L=6$, $v_{ext}=-V_0\sum_i\cos(2\pi x_i/L)$ with $V_0=0.3$, and two electrons per cell, so the mean spin density is $1/216=0.00463$. The electrons feel $v_{ext}$, the Hartree potential against a neutralizing background, and exchange with $\gamma=0.8$; correlation is left out. The equations are solved in plane waves with $|\mathbf K+\mathbf G|\le3.7\cdot2\pi/L$ (216 waves at X), a $20^3$ grid, a shifted $4^3$ mesh and Anderson mixing. Band edges are sought among Bloch vectors with components $0,\tfrac14,\tfrac12$ of $2\pi/L$; at $c=1$ they lie at R (valence) and X (conduction).

**The local terms**, on the self-consistent $c=1$ density (with a cutoff of $4.5$ or $5.3\cdot2\pi/L$ and a $6^3$ mesh the low-density entries move by up to 3%, and at the site $3v_\tau$ becomes $0.052$ and $W$ becomes $-0.583$):

| point | $\rho$ | $t/t_u$ | $\eta$ | $v_{BR}$ | $3v_\tau$ | $W$ |
|---|---|---|---|---|---|---|
| site | $4.6\times10^{-2}$ | 0.006 | 0.96 | −0.635 | 0.054 | −0.582 |
| edge midpoint | $3.9\times10^{-3}$ | 2.84 | 1.05 | −0.307 | 0.494 | 0.187 |
| face centre | $3.1\times10^{-4}$ | 31.5 | 2.15 | −0.272 | 0.708 | 0.436 |
| cube centre | $2.2\times10^{-5}$ | 285 | 4.72 | −0.246 | 0.880 | 0.634 |

At the cube centre $\sqrt{285}=16.9$ against $\eta=4.72$. Both ratios are large because $t_u/\rho\propto\rho^{2/3}$ and $|v_S|\propto\rho^{1/3}$ fall with the density, while the table shows $t/\rho$ (through $3v_\tau$) rising and $|v_{BR}|$ falling only slowly from the edge midpoint onward. The first wins by the factor $3.57=0.8801/0.2462$. At the site $t$ nearly vanishes and $W$ is close to $v_{BR}$, as at the one-orbital midpoint. From site to cube centre $v_{BR}$ rises by $0.39$ and $3v_\tau$ by $0.83$.

**Where the edge states sit.** At a zone face $\psi(x+L)=-\psi(x)$. A state even about the site then obeys $\psi(L/2)=\psi(-L/2)=-\psi(L/2)$ and vanishes on the midplane, while an odd one vanishes on the plane through the site. In a two-wave picture these are $\cos(\pi x/L)$ and $\sin(\pi x/L)$, with $\langle-V_0\cos(2\pi x/L)\rangle=\mp V_0/2$, so the valence edge at R is even along all three axes and the conduction edge at X is odd along one. The computed weights agree: the region with $\rho$ below its mean fills 72% of the cell, has mean $W=0.344$ against $-0.016$ in the rest, and holds 59% of $|\psi_c|^2$ but 9% of $|\psi_v|^2$ (counts on the $20^3$ grid; a cutoff of $4.5\cdot2\pi/L$, a $24^3$ grid and a $6^3$ mesh give 72.5%, $0.345$, $-0.018$, 60% and 9%).

**The frozen slope.** Grid integration gives $\langle W\rangle_c=0.1729$ and $\langle W\rangle_v=-0.1074$, so
$$dE_g/dc=0.1729+0.1074=0.2803\ \text{hartree}=7.63\ \text{eV}.$$
By term, $v_{BR}$ supplies $0.0993$ (35%) and $3v_\tau$ supplies $0.1811$ (65%). The last digits are not converged: the finer cutoff, grid and mesh give a slope of $0.2814$ (7.66 eV), split as $0.0994$ and $0.1821$, and leave the percentages here and below unchanged. By sign, the raised region $W>0$ supplies $0.1564$ (56%) and the lowered region $0.1239$ (44%). This ordering depends on the zero: measuring $W$ from $+0.05$ or $-0.05$ instead, that is splitting $W-0.05$ or $W+0.05$ by sign, gives the positive part 46% or 65%. With the zero that the gas fixes, the raising of the potential away from the sites is the larger part, but the deepening of the sites, felt mainly by the valence edge, is nearly as large. The conduction edge samples $0.17$, close to the edge-midpoint value and far below the $0.63$ of the cube centre.

**Self-consistency.** A central difference of self-consistent gaps at $c=0.95$ and $1.05$ gives $0.2425$ hartree (6.60 eV), 13.5% below the frozen slope. The reduction is the net effect of the changes in the Hartree potential, $v_{BR}$ and $v_\tau$, which are not separated here. The gaps are

| exchange | gap (hartree) | gap (eV) |
|---|---|---|
| LDA | 0.1280 | 3.48 |
| $c=1.0$ | 0.1644 | 4.47 |
| $c=1.2$ | 0.2159 | 5.88 |
| $c=1.4$ | 0.2742 | 7.46 |

The growth is faster than linear, with mean slopes $0.0515/0.2=0.26$ and $0.0583/0.2=0.29$. With $c$ taken from the density at each iteration, $g=1.913$, $c=-0.012+1.023\sqrt{1.913}=1.403$, and the gap is $0.2751$ hartree (7.48 eV). A cutoff of $4.5\cdot2\pi/L$, a $24^3$ grid and a $6^3$ mesh give $c=1.404$ and $0.2753$ hartree, and change the table entries for LDA, $c=1.0$ and $c=1.4$ to $0.1278$, $0.1645$ and $0.2742$.

Of the total opening $0.2751-0.1280=0.147$ over LDA exchange, BJ gives $0.036$ and the term $(c-1)W$ with its response gives $0.111$, three quarters. The frozen linear estimate $0.403\times0.2803=0.113$ is about 2% above the latter, but through a cancellation within the response. With $W$ frozen the gap rises slightly slower than linearly, by $0.1114$ at $c=1.403$, so the upward curvature of the self-consistent gaps comes from the relaxation, which lowers the slope near $c=1$ and raises it at larger $c$. None of this says whether $c=1.4$ gives the right quasiparticle gap of the model, which would need an independent many-body calculation.
